# Spin Connection from Anholonomy and Its Part in the Dirac Lagrangian: a program that tests the result

```python
"""
Result under test: for a torsion-free, metric-compatible spin connection
    omega_abc = (C_bca - C_abc - C_cab)/2,   [e_a, e_b] = C_ab^c e_c,
and the Hermitian Dirac Lagrangian contains omega only through its totally
antisymmetric part, as (1/8) eps^{abcd} C_abc psibar gamma_d gamma5 psi.

Symbols: eta = diag(1,-1,-1,-1); coframe[a,mu] = e^a_mu; frame[mu,a] = e_a^mu;
omega[a,b,c] has direction index a and antisymmetric Lorentz indices b,c;
gamma5 = i gamma^0 gamma^1 gamma^2 gamma^3; eps^{0123} = +1.
The derivation uses hbar = c = 1; energies are converted with hbar*c.
"""
from itertools import permutations
import numpy as np
from scipy import constants

eta = np.diag([1.0, -1.0, -1.0, -1.0])
rng = np.random.default_rng(7)


def perm_sign(p):
    return round(np.linalg.det(np.eye(len(p))[list(p)]))


epsilon = np.zeros((4, 4, 4, 4))
for p in permutations(range(4)):
    epsilon[p] = perm_sign(p)


def antisymmetrize(T):
    """Unit-weight antisymmetrization over the first three axes."""
    rest = tuple(range(3, T.ndim))
    return sum(perm_sign(p) * np.transpose(T, p + rest)
               for p in permutations(range(3))) / 6


def gradient(f, x, h=1e-3):
    """Fourth-order central differences; derivative index comes first."""
    return np.array([(8 * (f(x + h * u) - f(x - h * u))
                      - (f(x + 2 * h * u) - f(x - 2 * h * u))) / (12 * h)
                     for u in np.eye(4)])


# Dirac matrices in the chiral representation
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
zero2, one2 = np.zeros((2, 2)), np.eye(2)
gamma = np.array([np.block([[zero2, one2], [one2, zero2]])]
                 + [np.block([[zero2, s], [-s, zero2]]) for s in pauli])
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
gamma_low = np.einsum('ab,bij->aij', eta, gamma)
gamma_triple = antisymmetrize(
    np.einsum('aij,bjk,ckl->abcil', gamma, gamma, gamma))
assert np.allclose(gamma_triple, 1j * np.einsum(
    'abcd,dij,jk->abcik', epsilon, gamma_low, gamma5))


def connection_from_christoffel(coframe, x):
    """Solve the tetrad postulate with Christoffel symbols of the metric."""
    e = coframe(x)
    E = np.linalg.inv(e)

    def metric(y):
        return coframe(y).T @ eta @ coframe(y)

    dg = gradient(metric, x)
    lowered = 0.5 * (np.einsum('mln->lmn', dg)
                     + np.einsum('nlm->lmn', dg) - dg)
    christoffel = np.einsum('kl,lmn->kmn', np.linalg.inv(metric(x)), lowered)
    de = gradient(coframe, x)
    mixed = -np.einsum('man,nb->mab',
                       de - np.einsum('kmn,ak->man', christoffel, e), E)
    return np.einsum('mc,ad,mdb->cab', E, eta, mixed)


def anholonomy(coframe, x):
    """C_abc from the commutators of the frame vector fields."""
    E = np.linalg.inv(coframe(x))
    dE = gradient(lambda y: np.linalg.inv(coframe(y)), x)
    directional = np.einsum('ma,mnb->abn', E, dE)
    bracket = directional - directional.transpose(1, 0, 2)
    return np.einsum('abn,cn,cd->abd', bracket, coframe(x), eta)


def connection_from_anholonomy(C):
    return 0.5 * (np.einsum('bca->abc', C) - C - np.einsum('cab->abc', C))


def divergence_vector(coframe, x):
    """(1/e) d_mu(e e_c^mu)."""
    def density(y):
        return np.linalg.det(coframe(y)) * np.linalg.inv(coframe(y))
    return np.einsum('mmc->c', gradient(density, x)) / np.linalg.det(coframe(x))


def spin_matrices(omega):
    return 0.25 * np.einsum('abc,bij,cjk->aik', omega, gamma, gamma)


def axial_matrix(C):
    """Matrix N in the Lagrangian term psibar N psi."""
    return np.einsum('abcd,abc,dij,jk->ik', epsilon, C, gamma_low, gamma5) / 8


# A generic curved, nondiagonal, time-dependent coframe
waves = rng.uniform(-1, 1, (4, 4, 4))
phases = rng.uniform(0, 6, (4, 4))


def generic_coframe(x):
    return np.eye(4) + 0.15 * np.sin(waves @ x + phases)


point = np.array([0.3, -0.4, 0.7, 0.2])
omega = connection_from_christoffel(generic_coframe, point)
C = anholonomy(generic_coframe, point)
omega_formula = connection_from_anholonomy(C)
connection_error = np.max(abs(omega - omega_formula))
assert np.linalg.det(generic_coframe(point)) > 0
assert np.max(abs(omega)) > 0.01
assert np.allclose(omega, -omega.transpose(0, 2, 1), atol=1e-9)
assert connection_error < 1e-9
assert np.max(abs(antisymmetrize(C))) > 1e-3
assert np.allclose(antisymmetrize(omega), -antisymmetrize(C) / 2, atol=1e-9)
V = divergence_vector(generic_coframe, point)
assert np.allclose(V, np.einsum('ab,abc->c', eta, omega), atol=1e-9)
assert np.allclose(V, np.einsum('ab,bca->c', eta, C), atol=1e-9)

# Frame covariance of the Dirac matrices fixes the sign of the spin matrices
Omega = spin_matrices(omega)
for a in range(4):
    for b in range(4):
        commutator = Omega[a] @ gamma[b] - gamma[b] @ Omega[a]
        expected = -np.einsum('c,cij->ij', eta[b, b] * omega[a, b], gamma)
        assert np.allclose(commutator, expected, atol=1e-9)

# Count which of the independent connection components each map retains
torsion_rows, hermitian_rows, one_sided_rows = [], [], []
for a in range(4):
    for b in range(4):
        for c in range(b + 1, 4):
            unit = np.zeros((4, 4, 4))
            unit[a, b, c], unit[a, c, b] = 1, -1
            torsion_rows.append((unit.transpose(1, 0, 2) - unit).ravel())
            S = spin_matrices(unit)
            left = np.einsum('aij,ajk->ik', gamma, S)
            right = np.einsum('aij,ajk->ik', S, gamma)
            hermitian_rows.append((left + right).ravel())
            one_sided_rows.append(left.ravel())
rank_C = np.linalg.matrix_rank(np.array(torsion_rows))
rank_H = np.linalg.matrix_rank(np.array(hermitian_rows))
rank_one = np.linalg.matrix_rank(np.array(one_sided_rows))
assert (len(torsion_rows), rank_C, rank_H, rank_one) == (24, 24, 4, 8)

# Full Lagrangian for a generic spinor field
spinor_waves = rng.uniform(-1, 1, (8, 4))
spinor_phases = rng.uniform(0, 6, 8)


def spinor_field(x):
    parts = np.cos(spinor_waves @ x + spinor_phases)
    return parts[:4] + 1j * parts[4:]


psi = spinor_field(point)
psibar = psi.conj() @ gamma[0]
E = np.linalg.inv(generic_coframe(point))
plain = np.einsum('ma,mi->ai', E, gradient(spinor_field, point))
full = plain + np.einsum('aij,j->ai', Omega, psi)
test_mass = 0.6


def symmetric_lagrangian(derivative):
    forward = np.einsum('i,aij,aj->', psibar, gamma, derivative)
    backward = np.einsum('ai,aij,j->', derivative.conj() @ gamma[0], gamma, psi)
    return 0.5j * (forward - backward) - test_mass * psibar @ psi


L_full = symmetric_lagrangian(full)
L_plain = symmetric_lagrangian(plain)
L_axial = psibar @ axial_matrix(C) @ psi
assert abs(L_full.imag) < 1e-9 and abs(L_axial) > 1e-4
assert abs(L_full - L_plain - L_axial) < 1e-9


def current_density(x):
    f = spinor_field(x)
    current = np.einsum('i,aij,j->a', f.conj() @ gamma[0], gamma, f)
    return (np.linalg.det(generic_coframe(x))
            * np.linalg.inv(generic_coframe(x)) @ current)


L_one_sided = (1j * np.einsum('i,aij,aj->', psibar, gamma, full)
               - test_mass * psibar @ psi)
boundary = (0.5j * np.trace(gradient(current_density, point))
            / np.linalg.det(generic_coframe(point)))
assert abs(L_one_sided - L_full - boundary) < 1e-9
assert abs(boundary) > 1e-4
slash_connection = np.einsum('aij,ajk->ik', gamma, Omega)
decomposed = (0.5 * np.einsum('a,aij->ij', V, gamma)
              - np.einsum('abc,abcij->ij', C, gamma_triple) / 8)
assert np.allclose(slash_connection, decomposed, atol=1e-9)


# Any diagonal coframe has no axial part, even with general scale factors
def diagonal_coframe(x):
    return np.diag(1.5 + 0.3 * np.sin(waves[0] @ x + phases[0]))


C_diagonal = anholonomy(diagonal_coframe, point)
assert np.max(abs(C_diagonal)) > 0.01
assert np.max(abs(antisymmetrize(C_diagonal))) < 1e-10

# Static three-sphere: lengths in micrometres, energies in eV
radius, mass_energy = 2.0, 0.20
hbar_c = constants.hbar * constants.c / constants.e * 1e6


def invariant_coframe(x):
    _, th, ph, ps = x
    return np.array([
        [1, 0, 0, 0],
        [0, radius * np.cos(ps) / 2, radius * np.sin(ps) * np.sin(th) / 2, 0],
        [0, -radius * np.sin(ps) / 2, radius * np.cos(ps) * np.sin(th) / 2, 0],
        [0, 0, radius * np.cos(th) / 2, radius / 2]])


def spherical_coframe(x):
    _, th, ph, chi = x
    return np.diag([1, radius * np.sin(chi),
                    radius * np.sin(chi) * np.sin(th), radius])


def euler_embedding(x):
    _, th, ph, ps = x
    return radius * np.array([
        np.cos(th / 2) * np.cos((ps + ph) / 2),
        np.cos(th / 2) * np.sin((ps + ph) / 2),
        np.sin(th / 2) * np.cos((ps - ph) / 2),
        np.sin(th / 2) * np.sin((ps - ph) / 2)])


def spherical_embedding(x):
    _, th, ph, chi = x
    return radius * np.array([
        np.cos(chi), np.sin(chi) * np.cos(th),
        np.sin(chi) * np.sin(th) * np.cos(ph),
        np.sin(chi) * np.sin(th) * np.sin(ph)])


sphere_point = np.array([0.0, 1.1, 0.6, 0.8])
for coframe, embedding in ((invariant_coframe, euler_embedding),
                           (spherical_coframe, spherical_embedding)):
    J = gradient(embedding, sphere_point)[1:]
    e_space = coframe(sphere_point)[1:, 1:]
    assert np.linalg.det(e_space) > 0
    assert np.allclose(J @ J.T, e_space.T @ e_space, atol=1e-9)

C_inv = anholonomy(invariant_coframe, sphere_point)
omega_inv = connection_from_christoffel(invariant_coframe, sphere_point)
V_inv = divergence_vector(invariant_coframe, sphere_point)
levi3 = epsilon[0, 1:, 1:, 1:]
assert np.allclose(C_inv[1:, 1:, 1:], -2 * levi3 / radius, atol=1e-9)
assert np.allclose(omega_inv[1:, 1:, 1:], levi3 / radius, atol=1e-9)
assert np.max(abs(omega_inv[0])) < 1e-9
assert np.max(abs(omega_inv[:, 0])) < 1e-9
assert np.max(abs(V_inv)) < 1e-9
H_constant = -1j * gamma[0] @ np.einsum(
    'aij,ajk->ik', gamma, spin_matrices(omega_inv))
assert np.allclose(H_constant, -gamma[0] @ axial_matrix(C_inv), atol=1e-9)
assert np.allclose(H_constant, -1.5 * gamma5 / radius, atol=1e-9)
massless_levels = np.linalg.eigvalsh(hbar_c * H_constant)
massive_levels = np.linalg.eigvalsh(
    hbar_c * H_constant + mass_energy * gamma[0])
expected_energy = np.hypot(mass_energy, 1.5 * hbar_c / radius)
assert np.allclose(massive_levels, expected_energy * np.array([-1, -1, 1, 1]))

# The same massless energies from the full connection in the diagonal frame
omega_sph = connection_from_christoffel(spherical_coframe, sphere_point)
C_sph = anholonomy(spherical_coframe, sphere_point)
V_sph = divergence_vector(spherical_coframe, sphere_point)
axial_sph = np.max(abs(antisymmetrize(C_sph)))
assert axial_sph < 1e-9


def explicit_spinor(x, branch):
    """Right-handed spinor; branch +1 or -1 selects the energy sign."""
    _, th, ph, chi = x
    phase = np.exp(1j * (branch * chi / 2 - np.pi / 4))
    return np.exp(0.5j * ph) * np.array(
        [0, 0, phase * np.cos(th / 2), 1j * np.sin(th / 2) / phase])


spherical_energies = {}
for branch in (-1, 1):
    for trial in (sphere_point, np.array([0.0, 0.7, 2.1, 1.9])):
        frame = np.linalg.inv(spherical_coframe(trial))
        S = spin_matrices(connection_from_christoffel(spherical_coframe, trial))
        value = explicit_spinor(trial, branch)
        slope = gradient(lambda y: explicit_spinor(y, branch), trial)
        covariant = (np.einsum('ma,mi->ai', frame, slope)
                     + np.einsum('aij,j->ai', S, value))
        H_value = -1j * gamma[0] @ np.einsum('aij,aj->i', gamma, covariant)
        assert np.allclose(H_value, branch * 1.5 / radius * value, atol=1e-9)
        spherical_energies[branch] = hbar_c * (
            np.vdot(value, H_value) / np.vdot(value, value)).real
right_handed_constant = hbar_c * H_constant[2, 2].real
assert abs(spherical_energies[-1] - right_handed_constant) < 1e-9

print("GENERIC CURVED FRAME (dimensionless coordinates)")
print(f"largest |omega_abc|: {np.max(abs(omega)):.6f}")
print(f"largest error of anholonomy formula: {connection_error:.1e}")
print(f"independent connection components: {len(torsion_rows)}")
print(f"rank of map omega -> C: {rank_C}")
print(f"components in Hermitian Lagrangian: {rank_H}")
print(f"components in one-sided Lagrangian: {rank_one}")
print(f"test mass: {test_mass:.2f}")
print(f"full Hermitian Lagrangian / e: {L_full.real:.8f}")
print(f"part without connection / e: {L_plain.real:.8f}")
print(f"axial part from C / e: {L_axial.real:.8f}")
print(f"one-sided minus Hermitian, imaginary part: "
      f"{(L_one_sided - L_full).imag:.8f}")
print(f"half current divergence: {boundary.imag:.8f}")
print("THREE-SPHERE, INVARIANT FRAME")
print(f"radius R: {radius:.2f} micrometre")
print(f"mass energy: {mass_energy:.2f} eV")
print(f"hbar*c: {hbar_c:.8f} eV micrometre")
print(f"C_12^3: {-C_inv[1, 2, 3]:.6f} per micrometre")
print(f"C_123 (last index lowered): {C_inv[1, 2, 3]:.6f} per micrometre")
print(f"omega_123: {omega_inv[1, 2, 3]:.6f} per micrometre")
print(f"largest |V_a|: {np.max(abs(V_inv)):.1e} per micrometre")
print(f"hbar*c/R: {hbar_c / radius:.8f} eV")
print(f"massless energy magnitude: {massless_levels[-1]:.8f} eV")
print(f"massless energy, gamma5=+1: {right_handed_constant:.8f} eV")
print(f"massive positive energy: {massive_levels[-1]:.8f} eV")
print(f"massive negative energy: {massive_levels[0]:.8f} eV")
print("THREE-SPHERE, DIAGONAL FRAME")
print(f"sample theta: {sphere_point[1]:.2f} rad")
print(f"sample phi: {sphere_point[2]:.2f} rad")
print(f"sample chi: {sphere_point[3]:.2f} rad")
print(f"V_theta: {V_sph[1]:.6f} per micrometre")
print(f"V_chi: {V_sph[3]:.6f} per micrometre")
print(f"largest |C_[abc]|: {axial_sph:.1e} per micrometre")
print(f"explicit spinor, lower energy: {spherical_energies[-1]:.8f} eV")
print(f"explicit spinor, upper energy: {spherical_energies[1]:.8f} eV")
print("every check passed")
```

Output:

```
GENERIC CURVED FRAME (dimensionless coordinates)
largest |omega_abc|: 0.119453
largest error of anholonomy formula: 2.1e-13
independent connection components: 24
rank of map omega -> C: 24
components in Hermitian Lagrangian: 4
components in one-sided Lagrangian: 8
test mass: 0.60
full Hermitian Lagrangian / e: -3.19341935
part without connection / e: -3.30489126
axial part from C / e: 0.11147191
one-sided minus Hermitian, imaginary part: -0.95912404
half current divergence: -0.95912404
THREE-SPHERE, INVARIANT FRAME
radius R: 2.00 micrometre
mass energy: 0.20 eV
hbar*c: 0.19732698 eV micrometre
C_12^3: 1.000000 per micrometre
C_123 (last index lowered): -1.000000 per micrometre
omega_123: 0.500000 per micrometre
largest |V_a|: 1.2e-13 per micrometre
hbar*c/R: 0.09866349 eV
massless energy magnitude: 0.14799524 eV
massless energy, gamma5=+1: -0.14799524 eV
massive positive energy: 0.24880231 eV
massive negative energy: -0.24880231 eV
THREE-SPHERE, DIAGONAL FRAME
sample theta: 1.10 rad
sample phi: 0.60 rad
sample chi: 0.80 rad
V_theta: 0.354753 per micrometre
V_chi: 0.971215 per micrometre
largest |C_[abc]|: 0.0e+00 per micrometre
explicit spinor, lower energy: -0.14799524 eV
explicit spinor, upper energy: 0.14799524 eV
every check passed
```
